# Hydrogen Radiative Cascades: Triangular Matrix, Line Yields and the 2s Fraction

## Result

Let a hydrogen atom be prepared in level $i=(n,l)$ and left to radiate. Write $A_{jk}$ for the spontaneous rate from $j$ to $k$, $A_j=\sum_k A_{jk}$ for the total decay rate, and $P_{jk}=A_{jk}/A_j$ for the branching ratio. The rows of $P$ for 1s and 2s, which have no electric dipole decay here, are zero. Then

$$C=(1-P)^{-1},\qquad Y_i(j\to k)=C_{ij}P_{jk},\qquad C_{i,1s}+C_{i,2s}=1. \tag{1}$$

$C_{ij}$ is the probability that the cascade visits $j$, and $Y_i(j\to k)$ is the mean number of $j\to k$ photons per prepared atom. Ordered by $n$, the levels make $P$ strictly triangular, so $C$ follows by substitution. The fraction ending in 2s is $F_i=C_{i,2s}$. A statistical mixture of the $n=4$ levels gives $F=0.0348$.

The model has nonrelativistic levels, electric dipole emission, and no collisions, external fields, stimulated emission or reabsorption. Levels of equal $n$ are degenerate, so no photon connects them. Level 2s does decay by two-photon emission, at about 8 per second. This is so much slower than the cascade that 2s is treated as terminal, and $F_i$ means the probability of reaching 2s.

## The rates

**Golden rule.** The electron–proton separation $\mathbf r$ gives the dipole operator $-e\mathbf r$; let $\mathbf d$ be its matrix element between the two states. In a volume $V$, emission into an empty mode of polarization $\boldsymbol\epsilon$ has squared matrix element $(\hbar\omega/2\varepsilon_0V)|\boldsymbol\epsilon\cdot\mathbf d|^2$. The density of photon states per unit energy and solid angle is $V\omega^2/(8\pi^3\hbar c^3)$. Multiplying both by $2\pi/\hbar$ gives

$$A=\frac{\omega^3}{8\pi^2\varepsilon_0\hbar c^3}\int d\Omega\sum_{\rm pol}|\boldsymbol\epsilon\cdot\mathbf d|^2 .$$

The two polarizations span the plane normal to the photon direction $\hat{\mathbf k}$, so their sum is $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. The second term averages to $|\mathbf d|^2/3$ over directions. The integral is therefore $4\pi\cdot\tfrac23|\mathbf d|^2=\tfrac{8\pi}{3}|\mathbf d|^2$, and

$$A=\frac{\omega^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3}.$$

**Angular factor.** We need $S=\sum_{m'}|\langle l'm'|\hat{\mathbf r}|lm\rangle|^2$. The operator $\sum_{m'}\hat{\mathbf r}\,|l'm'\rangle\cdot\langle l'm'|\,\hat{\mathbf r}$ is a rotational scalar, so $S$ is the same for every $m$ and may be averaged over $m$. The three Cartesian components contribute equally to the average, hence

$$S=\frac{3}{2l+1}\sum_m|\langle l'm|\cos\theta|lm\rangle|^2 .$$

The recurrence relation of the spherical harmonics couples $l$ to $l\pm1$. With $L=\max(l,l')$, the squared element is $(L^2-m^2)/(4L^2-1)$, where $m$ runs from $-(L-1)$ to $L-1$. Since

$$\sum_m(L^2-m^2)=(2L-1)L^2-\frac{(L-1)L(2L-1)}{3}=\frac{L(2L-1)(2L+1)}{3},$$

the sum of squared elements is $L/3$, and $S=L/(2l+1)$. Because the rates do not depend on $m$, neither do yields summed over photon direction and polarization.

**Scaled rate.** Let $a$ be the Bohr radius for the reduced mass and write $E_n=-\hbar\Omega/n^2$. Then

$$A=K\left(\frac1{n'^2}-\frac1{n^2}\right)^3\frac{\max(l,l')}{2l+1}\,\rho^2,\qquad K=\frac{\Omega^3e^2a^2}{3\pi\varepsilon_0\hbar c^3}, \tag{2}$$

where $\rho=\int_0^\infty x^3R_{nl}R_{n'l'}\,dx$ and $x=r/a$. The constants are $a=5.2947\times10^{-11}$ m, $\Omega=2.0659\times10^{16}$ rad/s and $K=2.6760\times10^{9}$ s$^{-1}$.

**Radial factor.** The normalized radial function is

$$R_{nl}=N_{nl}\,e^{-x/n}\left(\frac{2x}{n}\right)^{l}L_{n-l-1}^{2l+1}\!\left(\frac{2x}{n}\right),\qquad N_{nl}^2=\left(\frac2n\right)^3\frac{(n-l-1)!}{2n\,(n+l)!}.$$

The Laguerre polynomial is a finite sum of powers, and $\int_0^\infty x^se^{-\beta x}dx=s!/\beta^{s+1}$. Each $\rho^2$ is thus a finite rational expression. For 3p→1s, $R_{10}=2e^{-x}$, $N_{31}^2=1/486$, $L_1^3(y)=4-y$ and $\beta=4/3$:

$$\rho=2N_{31}\left[\frac83\,\frac{4!}{\beta^5}-\frac49\,\frac{5!}{\beta^6}\right]=2N_{31}\,\frac{729}{128},\qquad \rho^2=\frac{2187}{8192}=0.26697 .$$

The terms alternate in sign, so floating-point evaluation can lose digits by cancellation. Integer fractions avoid this. By (2) the branching ratios are rational as well, because $K$ cancels.

## The cascade matrix

Each photon lowers $n$, so no level is visited twice. The atom reaches $j\ne i$ by visiting some higher level $k$ and then choosing the branch $k\to j$. These events are mutually exclusive for different $k$, since $j$ is entered at most once. Therefore

$$C_{ii}=1,\qquad C_{ij}=\sum_k C_{ik}P_{kj}\quad(j\ne i). \tag{3}$$

In matrix form this is $C=1+CP$, or $C(1-P)=1$. The matrix $1-P$ is triangular with unit diagonal, so its determinant is 1 and the inverse exists. Equivalently $C=1+P+P^2+\dots$, where the term $P^s$ collects the routes with $s$ photons. The series terminates because $s$ cannot exceed $n_i-1$.

The algorithm for one initial level is:

1. List all levels with $n\le n_i$ in order of $n$. Compute the rates from (2) and divide each nonzero row by its sum.
2. Set $C_{ii}=1$, and set $C_{ij}=0$ for the other levels with $n=n_i$.
3. For $n=n_i-1,\,n_i-2,\dots,1$, evaluate (3) for every level of that $n$.
4. Form $Y_i(j\to k)=C_{ij}P_{jk}$ and add the components of each $n\to n'$ line.

Levels above $n_i$ are never populated, so leaving them out causes no truncation error.

**Dwell times.** The rate equations are $\dot N_j=-A_jN_j+\sum_kA_{kj}N_k$ with $N_j(0)=\delta_{ij}$. For a decaying level $N_j(\infty)=0$. Integrating over all time, with $T_{ij}=\int_0^\infty N_j\,dt$, gives

$$-\delta_{ij}=-A_jT_{ij}+\sum_kA_{kj}T_{ik}.$$

In terms of $D_{ij}=A_jT_{ij}$ this reads $D_{ij}=\delta_{ij}+\sum_kD_{ik}P_{kj}$, which is (3). Hence $T_{ij}=C_{ij}/A_j$, and the photon number is $A_{jk}T_{ij}=C_{ij}P_{jk}$, as stated in (1). If atoms are instead supplied at constant rates $q_i$, setting $\dot N_j=0$ for the decaying levels leads to the same equations, and these levels have steady populations $N_j=\sum_iq_iC_{ij}/A_j$.

## Conservation and the 2s fraction

Let $\mathbf 1$ be the column of ones. A decaying row of $P$ sums to 1, so the corresponding entry of $(1-P)\mathbf 1$ is zero. For 1s and 2s the entry is 1. Row $i$ of $C(1-P)\mathbf 1=\mathbf 1$ is then $C_{i,1s}+C_{i,2s}=1$.

The 2s fraction alone can be found for all initial levels in one upward pass. Conditioning on the first photon gives

$$F_j=\sum_kP_{jk}F_k,\qquad F_{2s}=1,\quad F_{1s}=0. \tag{4}$$

Since $l$ changes by one, 2s is fed by $np$ levels with $n\ge3$. Some fractions vanish by selection rules. A level with $l=n-1$ can go only to $(n-1,\,l-1)$: raising $l$ or lowering $n$ further would leave no allowed $l'$. Its chain runs through 2p to 1s, so $F=0$.

At 3p the angular factors of the two branches are equal. The radial factor favours 2s, with $\rho^2=9.3931$ against $0.2670$ for 1s. The frequency factor favours 1s by $(32/5)^3=262.144$. Together,

$$\frac{A(3p\to1s)}{A(3p\to2s)}=262.144\times\frac{0.26697}{9.39309}=7.451,\qquad F_{3p}=\frac1{1+7.451}=0.1183 .$$

The cube of the frequency thus outweighs the larger overlap with 2s.

## Error analysis

**Rounding.** Suppose each stored $P_{jk}$ has relative error at most $\delta$, and let $u$ be the unit roundoff. All terms in (3) are nonnegative, so nothing cancels. A sum of at most $M$ products adds a relative error of at most $Mu$ to first order: one rounding for the product and at most $M-1$ for the additions. An entry of $C$ depends on a chain of at most $n_i-n_j$ such sums. To first order its relative error is therefore at most

$$(n_i-n_j)(\delta+Mu).$$

With the ten levels up to $n=4$ and $\delta=u$, this is at most $33u$.

The difference $1-C_{i,1s}$ is a poorer route to $F_i$, because a relative error in $C_{i,1s}$ is multiplied by $C_{i,1s}/F_i$. For the $n=4$ mixture this factor is $0.9652/0.0348\approx28$. Recursion (4) has no such subtraction.

**What conservation detects.** If a decaying row $j$ sums to $1+\eta_j$ instead of 1, its entry in $(1-P)\mathbf 1$ is $-\eta_j$. The argument above then gives

$$C_{i,1s}+C_{i,2s}=1+\sum_jC_{ij}\eta_j .$$

A nonzero defect reveals faulty normalization, or a branch lost after the rows were normalized. For a single initial level the defect can vanish although some $\eta_j$ do not: errors of opposite sign may cancel, and levels that the cascade never visits do not contribute. Checking the sum for every initial level closes this gap, because $C$ is invertible and all defects vanish only if every $\eta_j$ is zero. Even then the check does not reveal a branch omitted before the division in step 1 if the level has other branches, since its row then still sums to 1, nor wrong rates that have been normalized correctly. Omitting the only branch of a level $j$, such as 2p→1s, leaves a zero row and produces the defect $-C_{ij}$. It appears for every initial level whose cascade visits $j$; for 2p→1s a start in 3p shows none. If the factor $\omega^3$ were forgotten, 3p would go to 2s with probability $9.393/(9.393+0.267)=0.972$, and total probability would still be 1.

**Sensitivity to the rates.** Let $A_{jk}$ have a small relative error $\epsilon_{jk}$. Differentiating $P_{jk}=A_{jk}/A_j$ gives

$$\delta P_{jk}=P_{jk}\Big(\epsilon_{jk}-\sum_mP_{jm}\epsilon_{jm}\Big).$$

Varying (4) gives $(1-P)\,\delta F=s$, where $s_j=\sum_k\delta P_{jk}F_k$. Insert $\delta P_{jk}$ and use $\sum_kP_{jk}F_k=F_j$ in its second term:

$$s_j=\sum_kP_{jk}\epsilon_{jk}(F_k-F_j).$$

Multiplying by $C$ from the left yields

$$\delta F_i=\sum_{jk}Y_i(j\to k)\,\epsilon_{jk}\,(F_k-F_j). \tag{5}$$

A branch matters in proportion to its yield and to the change it makes in the chance of reaching 2s. A relative error common to all branches of one level cancels, since $\sum_kP_{jk}(F_k-F_j)=0$. If $A(3p\to2s)$ is 1% too large, an atom starting in 4s has $\delta F=0.0492\times0.01\times(1-0.1183)=4.3\times10^{-4}$, which is 0.88% of $F_{4s}=0.0492$.

**Model error.** Relativistic corrections to energies and wave functions are of relative order $\alpha^2\approx5\times10^{-5}$, where $\alpha$ is the fine-structure constant. With Dirac wave functions in the long-wavelength limit, the rates up to $n=4$ move by as much as $1.7\times10^{-4}$ (4s→2p from $2.5781$ to $2.5784\times10^6$ s$^{-1}$), so the fifth digit of the rates below belongs to the nonrelativistic model; the branching ratios move by less than $10^{-5}$. Electric quadrupole decays, also left out, have branching ratios up to about $10^{-5}$ for $n\le4$ (3d→1s proceeds at about 594 s$^{-1}$). They give 3d and 4f a 2s fraction near $8\times10^{-7}$, so the zeros and the photon counts that follow from dipole selection rules are exact only within the model. Final probabilities are therefore given to four decimals. The fifth decimal kept below serves the arithmetic. Much larger errors arise if collisions or electric fields mix levels of different $l$ before they radiate, because the branching ratios then no longer describe isolated levels.

## Worked example: all levels up to n = 4

Equation (2) gives, for 3p→1s,

$$A=2.6760\times10^9\times\left(\tfrac89\right)^3\times\tfrac13\times0.26697=1.6725\times10^8\ {\rm s^{-1}} .$$

The branches that share an upper level are:

| Transition | $A$ (s$^{-1}$) | $P$ |
|---|---:|---:|
| 3p→1s | $1.6725\times10^8$ | 0.88166 |
| 3p→2s | $2.2448\times10^7$ | 0.11834 |
| 4s→2p | $2.5781\times10^6$ | 0.58414 |
| 4s→3p | $1.8354\times10^6$ | 0.41586 |
| 4p→1s | $6.8187\times10^7$ | 0.83904 |
| 4p→2s | $9.6681\times10^6$ | 0.11897 |
| 4p→3s | $3.0651\times10^6$ | 0.03772 |
| 4p→3d | $3.4754\times10^5$ | 0.00428 |
| 4d→2p | $2.0625\times10^7$ | 0.74559 |
| 4d→3p | $7.0376\times10^6$ | 0.25441 |

The transitions 2p→1s, 3s→2p, 3d→2p and 4f→3d are the sole decays of their upper levels and have $P=1$.

**Start in 4s.** The first photon gives $C_{3p}=0.41586$ and $C_{2p}=0.58414$. Then

$$C_{2s}=0.41586\times0.11834=0.04921,$$
$$C_{1s}=0.41586\times0.88166+0.58414=0.95079,$$

and the two sum to 1.

**Start in 4p.** Both 3s and 3d decay to 2p, so $C_{2p}=0.03772+0.00428=0.0420$. Level 2s is reached directly, with $C_{2s}=0.11897$, and $C_{1s}=0.83904+0.0420=0.8810$.

**Start in 4d or 4f.** For 4d, $C_{2s}=0.25441\times0.11834=0.03011$ and $C_{1s}=0.96989$. For 4f the chain is 4f→3d→2p→1s, so $C_{2s}=0$.

Adding the components of each line gives the photons per prepared atom. The mixture has weights $(2l+1)/16$.

| Line | 4s | 4p | 4d | 4f | Mixture |
|---|---:|---:|---:|---:|---:|
| 4→3 | 0.4159 | 0.0420 | 0.2544 | 1 | 0.5509 |
| 4→2 | 0.5841 | 0.1190 | 0.7456 | 0 | 0.2918 |
| 4→1 | 0 | 0.8390 | 0 | 0 | 0.1573 |
| 3→2 | 0.0492 | 0.0420 | 0.0301 | 1 | 0.4579 |
| 3→1 | 0.3666 | 0 | 0.2243 | 0 | 0.0930 |
| 2→1 | 0.5841 | 0.0420 | 0.7456 | 1 | 0.7149 |

The photon totals follow from parity. Every photon changes $l$ by one and every cascade ends in an s level, so 4s and 4d emit an even number of photons. At most three fit below $n=4$, which leaves two. From 4p the number is one or three. Three photons occur with probability 0.0420, and the mean is $1+2\times0.0420=1.084$.

A cascade from $n\ge3$ crosses once from $n\ge3$ to $n\le2$. Photons arriving in $n=2$ and direct $np\to1s$ photons with $n\ge3$ must therefore number one per atom. For the mixture, $0.2918+0.4579+0.1573+0.0930=1.0000$.

The photon energies along any route add up to the initial minus the final energy. The mean for the mixture is

$$\hbar\Omega\left(0.96521+\frac{0.03479}{4}-\frac1{16}\right)=1.986\times10^{-18}\ {\rm J}.$$

The 2s fraction of the mixture is

$$F=\frac{0.04921+3\times0.11897+5\times0.03011}{16}=0.0348 .$$

## When the gas reabsorbs

Suppose that every $np\to1s$ photon with $n\ge3$ is absorbed nearby and excites another atom to the same $np$ level. Follow the excitation instead of one atom. If $p=P_{np,1s}$, the excitation finally leaves by another branch $k$ with probability

$$P_{np,k}(1+p+p^2+\dots)=\frac{P_{np,k}}{1-p}.$$

The branch to 1s is removed and the others are renormalized; the matrix stays triangular. Reabsorption of 2p→1s photons need not be included: an excitation in 2p has no other exit, so delay does not change where it ends, provided the photons eventually escape.

Now 3p feeds 2s with certainty, and 4p does so with probability $0.11897/(1-0.83904)=0.7391$. The $n=4$ mixture gives

$$F=\frac{0.41586+3\times0.7391+5\times0.25441}{16}=0.2441,$$

seven times the value for free escape. The same algorithm gives, for statistical mixtures:

| Initial $n$ | $F$, free escape | $F$, reabsorption |
|---:|---:|---:|
| 3 | 0.039 | 0.333 |
| 4 | 0.035 | 0.244 |
| 5 | 0.028 | 0.191 |
| 6 | 0.023 | 0.153 |

For $n=3$ the second value is the statistical weight of 3p, $3/9$. Both columns fall over this range of $n$. The 2s fraction is thus a property of the initial distribution and of the optical depth as well as of the atom.
